# Collapse of relativistic Thomas-Fermi theory at a point nucleus, part 1

(Sections cited here and not found follow in the second part.)

## 1. The density at the nucleus and the scaling of the energy

### The physical question

An electron close to the nucleus of a heavy atom moves in the potential energy $-Z/r$, and its kinetic energy there must be comparable with $Z/r$. In Hartree atomic units the rest energy of the electron is $c^2$, with $c=137.04$. The motion therefore becomes relativistic at radii of order $Z/c^2$ and below, which for $Z=80$ means a few thousandths of a bohr. At such momenta the kinetic energy grows as $cp$ and no longer as $p^2/2$. The resistance of the electrons to compression is weaker, while the attraction of a point nucleus is as singular as before.

Thomas-Fermi theory treats the electrons at each point as a uniform Fermi gas. Its nonrelativistic form gives a finite energy for a point nucleus. The question is whether the same construction survives when the relativistic kinetic energy is inserted. It does not, and it fails in two distinct ways: the Euler equation demands a density that cannot be normalized, and the energy has no lower bound.

### The functional

Let $\rho(\mathbf r)\ge 0$ be the electron density, with
$$\int\rho\,d^3r=N. \tag{1}$$
In a uniform gas with two spin states, the number of states per unit volume with momentum between $p$ and $p+dp$ is $2\cdot4\pi p^2dp/(2\pi)^3=p^2dp/\pi^2$. Filling all states up to the Fermi momentum $p_F$ gives
$$\rho=\frac{1}{\pi^2}\int_0^{p_F}p^2\,dp=\frac{p_F^3}{3\pi^2},\qquad p_F=(3\pi^2\rho)^{1/3}. \tag{2}$$
With the rest energy subtracted, one electron has the kinetic energy
$$\varepsilon(p)=\sqrt{c^2p^2+c^4}-c^2, \tag{3}$$
and the kinetic energy density is
$$t(\rho)=\frac1{\pi^2}\int_0^{p_F}p^2\,\varepsilon(p)\,dp. \tag{4}$$
The energy functional for a point nucleus of charge $Z>0$ is
$$E[\rho]=\int t(\rho)\,d^3r-Z\int\frac{\rho}{r}\,d^3r+D[\rho],\qquad D[\rho]=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'. \tag{5}$$
Exchange, correlation, gradient corrections and pair creation are left out. Trial densities are taken such that each of the three terms is finite, unless stated otherwise; bounded densities of finite extent satisfy this.

### Two bounds on the kinetic energy

The square root in (3) lies between two simple expressions. Since $c^4>0$, it is larger than $cp$. Since $(cp+c^2)^2=c^2p^2+c^4+2c^3p$, it is at most $cp+c^2$. Subtracting $c^2$ gives
$$cp-c^2\le\varepsilon(p)\le cp. \tag{6}$$
Insert this in (4). The term $cp$ contributes
$$\frac{c}{\pi^2}\int_0^{p_F}p^3dp=\frac{c\,p_F^4}{4\pi^2}=\frac{c\,(3\pi^2)^{4/3}}{4\pi^2}\rho^{4/3}=cK\rho^{4/3},\qquad K=\frac34(3\pi^2)^{1/3}=2.320, \tag{7}$$
where the last step uses $(3\pi^2)^{4/3}=3\pi^2(3\pi^2)^{1/3}$. The term $-c^2$ contributes $-c^2\rho$ by (2). Therefore
$$cK\rho^{4/3}-c^2\rho\le t(\rho)\le cK\rho^{4/3}. \tag{8}$$
After integration, the kinetic energy differs from $cK\int\rho^{4/3}$ by at most $c^2N$. However strongly the density is compressed, this difference stays bounded. The fate of a compressed atom is thus decided by the $\rho^{4/3}$ term.

### The Euler equation

Suppose that a density makes $E$ stationary under the constraint (1), with Lagrange multiplier $\mu$. The derivative of the kinetic energy density follows from (2) and (4) by the chain rule:
$$\frac{dt}{d\rho}=\frac{dt/dp_F}{d\rho/dp_F}=\frac{p_F^2\,\varepsilon(p_F)/\pi^2}{p_F^2/\pi^2}=\varepsilon(p_F). \tag{9}$$
The repulsion is quadratic in $\rho$. Its variation has two equal parts, which cancel the factor $\tfrac12$, so that
$$\delta D=\int\phi\,\delta\rho\,d^3r,\qquad \phi(\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{10}$$
Setting $\delta(E-\mu\int\rho\,d^3r)=0$ where $\rho>0$ gives $\varepsilon(p_F)-Z/r+\phi=\mu$, or
$$\varepsilon(p_F)=W,\qquad W=\frac Zr-\phi+\mu. \tag{11}$$
Where $W\le0$ the density vanishes. Elsewhere (3) and (11) give $\sqrt{c^2p_F^2+c^4}=c^2+W$. Squaring and cancelling $c^4$ leaves $c^2p_F^2=W^2+2c^2W$, so
$$p_F^2=\frac{W^2}{c^2}+2W. \tag{12}$$
For $W\ll c^2$ the second term dominates, and $p_F^2/2=W$ is the nonrelativistic relation. For $W\gg c^2$ the first term dominates, and $p_F=W/c$.

### Screening cannot remove the singularity

The repulsion $\phi$ depends on the unknown density, so it must be shown that it does not alter the leading behaviour of $W$ at the nucleus. Let $\rho$ be spherical and integrable. A spherical shell of radius $r'$ produces at radius $r$ the potential of its charge divided by the larger of the two radii. Hence
$$r\,\phi(r)=\int\rho(r')\,\frac{r}{\max(r,r')}\,d^3r'=\int\rho(r')\min\!\left(1,\frac{r}{r'}\right)d^3r'. \tag{13}$$
Choose a radius $\delta>r$ and split the integral there. Inside $\delta$ the minimum is at most 1; outside it is at most $r/\delta$. This gives
$$0\le r\,\phi(r)\le\int_{r'<\delta}\rho\,d^3r'+\frac{r}{\delta}N. \tag{14}$$
Because $\rho$ is integrable, the first term can be made as small as desired by choosing $\delta$ small. With $\delta$ then held fixed, the second term vanishes as $r\to0$. So $r\phi\to0$, and since $r\mu\to0$ as well,
$$rW(r)\to Z\qquad(r\to0). \tag{15}$$
Physically, an integrable density places no finite charge at the origin itself, so an electron that comes close enough feels the full nuclear charge.

### The density that cannot be normalized

Multiply (12) by $r^2$. By (15) the first term tends to $Z^2/c^2$, while the second, $2r(rW)$, tends to zero. Thus $rp_F\to Z/c$, and (2) gives
$$\rho(r)\sim\frac{1}{3\pi^2}\left(\frac Zc\right)^3\frac1{r^3}\qquad(r\to0). \tag{16}$$
The number of electrons between two small radii $r_1<r_2$ is then, to leading order,
$$4\pi\int_{r_1}^{r_2}\rho\,r^2dr\simeq\kappa\ln\frac{r_2}{r_1},\qquad \kappa=\frac{4\pi}{3\pi^2}\left(\frac Zc\right)^3=\frac{4}{3\pi}\left(\frac Zc\right)^3. \tag{17}$$
As $r_1\to0$ this number grows without limit. The assumption that $\rho$ is integrable has led to a density that is not. No integrable spherical density solves the Euler equation for a point nucleus, whatever the value of $Z>0$.

The logical status of (16) deserves care. It is the behaviour that the equation would force on a solution, not the density of an existing ground state. Nor can the non-integrable density itself be accepted as a solution, because its infinite charge inside every sphere would make $\phi$ infinite.

The divergence is slow. For $Z=80$ one has $Z/c=0.5838$, whose cube is $0.199$, so $\kappa=0.4244\times0.199=0.0844$ electrons for each factor $e$ in radius. For each factor 10 this becomes $0.0844\times2.303=0.194$. At that rate a single electron is spread over about five decades of radius.

In the nonrelativistic theory $p_F^2=2W$, and the same argument gives $\rho\sim(2Z/r)^{3/2}/(3\pi^2)$. The integrand $\rho r^2$ then goes as $r^{1/2}$, and the charge near the nucleus is finite. In the relativistic theory and the bare nuclear potential, the two terms of (12) are equal at the radius $Z/(2c^2)$, or $0.0021$ bohr for $Z=80$. Well outside this radius the density would approach the milder law if screening were still negligible there. For $Z=80$ the two conditions are not met together: the slope changes gradually, and screening steepens the density again before the $r^{-3/2}$ law is reached.

### Uniform scaling

The absence of a stationary density does not prove that the energy is unbounded: a functional can have a finite infimum that no density attains. The second failure needs its own proof, and scaling provides the tool. Define
$$\rho_\lambda(\mathbf r)=\lambda^3\rho(\lambda\mathbf r). \tag{18}$$
With $\mathbf s=\lambda\mathbf r$ and $d^3r=\lambda^{-3}d^3s$, the electron number is unchanged, and
$$\int\rho_\lambda^{4/3}d^3r=\lambda^{4-3}\int\rho^{4/3}d^3s=\lambda\int\rho^{4/3}d^3s, \tag{19}$$
$$\int\frac{\rho_\lambda}{r}\,d^3r=\lambda^{3-3}\int\frac{\rho(\mathbf s)}{s/\lambda}\,d^3s=\lambda\int\frac{\rho}{s}\,d^3s,\qquad D[\rho_\lambda]=\lambda D[\rho]. \tag{20}$$
The last relation holds because $\rho_\lambda d^3r=\rho\,d^3s$ for both charge elements, while the inverse distance gains a factor $\lambda$. All three leading terms are linear in $\lambda$. Define their common coefficient
$$b[\rho]=cK\int\rho^{4/3}d^3r-Z\int\frac\rho r\,d^3r+D[\rho]. \tag{21}$$
Then (8) gives
$$\lambda\,b[\rho]-c^2N\le E[\rho_\lambda]\le\lambda\,b[\rho]. \tag{22}$$
If $b[\rho]<0$ for some density, the energy tends to $-\infty$ as $\lambda\to\infty$. If $b[\rho]>0$, compression of that particular density raises the energy without limit. Nonrelativistically the kinetic term is proportional to $\int\rho^{5/3}$, which scales as $\lambda^{5-3}=\lambda^2$ and overcomes the linear attraction for every fixed shape.

### A uniform ball, and why the sign matters

Let a charge $q$ fill a ball of radius $a$ uniformly, with density $3q/(4\pi a^3)$. The three integrals are
$$\int\rho^{4/3}d^3r=\frac{4\pi a^3}{3}\left(\frac{3q}{4\pi a^3}\right)^{4/3}=\left(\frac{3}{4\pi}\right)^{1/3}\frac{q^{4/3}}a, \tag{23}$$
$$\int\frac\rho r\,d^3r=\frac{3q}{4\pi a^3}\,4\pi\int_0^ar\,dr=\frac{3q}{2a}, \tag{24}$$
$$D=\int_0^a\frac{q(r/a)^3}{r}\,\frac{3qr^2}{a^3}\,dr=\frac{3q^2}{a^6}\,\frac{a^5}{5}=\frac{3q^2}{5a}. \tag{25}$$
In (25) the ball is assembled from the inside outwards, each new layer being repelled by the charge already present. With $3\pi^2\cdot3/(4\pi)=9\pi/4$, the coefficient (21) becomes $b=B(q)/a$, where
$$B(q)=\frac34\left(\frac{9\pi}4\right)^{1/3}c\,q^{4/3}-\frac32Zq+\frac35q^2. \tag{26}$$
The prefactor of $q^{4/3}$ is $1.4394\times137.036=197.2$.

Put the whole neutral atom with $Z=80$ in the ball. With $q=80$ the three terms are about $67\,990$, $-9600$ and $3840$, so $B(80)=62\,232$ hartree·bohr. The coefficient is positive: squeezing this atom as a uniform ball to ever smaller radii raises its energy without limit. Linear scaling by itself therefore does not establish collapse. A density with a negative coefficient has to be found.

## 2. Collapse at fixed electron number and its cutoff by a finite nucleus

The quantities carried over are these. $Z$ is the nuclear charge, $N$ the electron number, $c$ the speed of light, $p_F$ the Fermi momentum and $t(\rho)$ the relativistic kinetic energy density. By (8), $t$ lies between $cK\rho^{4/3}-c^2\rho$ and $cK\rho^{4/3}$. A uniform ball of charge $q$ and radius $a$ has the leading energy $B(q)/a$, with $B(q)$ given by (26). The Euler equation leads to an $r^{-3}$ density holding $\kappa=4(Z/c)^3/(3\pi)$ electrons per factor $e$ in radius.

### A small charge has a negative coefficient

Divide (26) by $q$:
$$\frac{B(q)}q=\frac34\left(\frac{9\pi}4\right)^{1/3}c\,q^{1/3}-\frac32Z+\frac35q. \tag{27}$$
As $q\to0$ the right side tends to $-\tfrac32Z$, which is negative for every $Z>0$. The right side also increases steadily with $q$, so there is a single critical charge $q_c$ at which it vanishes, and $B(q)<0$ for $0<q<q_c$. If the small repulsion term is dropped, $q_c\approx(1.5Z/197.2)^3$, which is $0.225$ for $Z=80$. The full expression gives $0.224$. For $Z=1$ it gives $4.4\times10^{-7}$.

The reason lies in the powers of $q$. At fixed radius the attraction is proportional to $q$, but the kinetic energy is proportional to $q^{4/3}$, because a dilute gas has a low Fermi momentum. The kinetic energy per electron can thus be made as small as desired by putting less charge in the ball.

A quantum-mechanical orbital offers no such escape. Let an orbital of fixed shape, compressed to size $a$, have occupation $q$. At high momentum its kinetic energy is $qck_1/a$ and its attraction is $-qZk_2/a$, where the positive numbers $k_1$ and $k_2$ depend on the shape alone. Both terms are linear in $q$, so a small occupation does not change the sign of their sum. For that shape the sum becomes negative when $Z>ck_1/k_2$, a threshold proportional to $c$. No choice of shape removes the threshold. For any orbital $\psi$, expanding the square and integrating the cross term by parts gives
$$0\le\int\left|\nabla\psi+\frac{\mathbf r}{2r^2}\psi\right|^2d^3r=\int|\nabla\psi|^2d^3r-\int\frac{|\psi|^2}{4r^2}\,d^3r,$$
so the operator $p^2$ is at least $1/(4r^2)$. Taking the square root of positive operators preserves their order, so $p$ is at least $1/(2r)$. Hence $k_1/k_2\ge\tfrac12$ for every shape, and the sum cannot be negative for $Z<c/2$. This bound is not sharp, and the threshold of an orbital with kinetic energy $cp$ can lie well below $Z=c$. For the shapes $r^{\gamma-1}e^{-r}$ the ratio $k_1/k_2$ is $0.85$ at $\gamma=1$ and falls towards $2/\pi$ as $\gamma\to0$, so such orbitals collapse for $Z$ above about 87. The collapse at arbitrarily small $Z$ belongs to the Thomas-Fermi treatment of the kinetic energy.

For a point nucleus, no integrable spherical density solves the Euler equation, and a uniform ball holding a small enough charge has a negative energy coefficient. It remains to use such a ball to prove that the energy has no lower bound for any electron number, and to see how a finite nucleus changes this.

Numbers in the example were calculated in double precision.
